# Why Pulay forces vanish in a fixed plane-wave basis: test program

```python
"""
Result under test: in any fixed, finite plane-wave basis the total force
-dE/dR of the converged energy equals the Hellmann-Feynman force, i.e. the
derivative of the explicit position dependence at frozen coefficients.

Model: one-dimensional periodic cell of length L, two atoms at R[0], R[1],
two orbitals with two electrons each, one k-point. Atomic units internally.
  E = sum_n 2 <psi_n|T + V_ion(R)|psi_n> + (1/2) int int n w n
      - (g/3) int n^3 + E_ion(R)
V_ion: Gaussian well plus separable projector on each atom.
w: Gaussian repulsion between electrons. E_ion: Gaussian ion repulsion.
Every basis is a matrix whose columns hold the coefficients of its functions
in a reference set of 41 plane waves exp(i(k+G)x)/sqrt(L).
"""
import numpy as np
from scipy import constants
from scipy.linalg import eigh

BOHR = constants.physical_constants["Bohr radius"][0] * 1e10
HARTREE = constants.physical_constants["Hartree energy in eV"][0]
FORCE = HARTREE / BOHR

# Round model parameters in eV and angstrom
cell_A = 6.0
positions_A = np.array([2.0, 3.3])
depth_eV = np.array([60.0, 40.0])
width_A = np.array([0.4, 0.5])
projector_eV = np.array([5.0, 3.0])
projector_width_A = 0.4
repulsion_eV, repulsion_width_A = 6.0, 0.6
cubic_eVA2 = 1.0
ion_eV, ion_width_A = 30.0, 0.6
orbital_widths_A = np.array([0.35, 0.70])
step_A = 0.002

# The same parameters in atomic units
L = cell_A / BOHR
R0 = positions_A / BOHR
depth, width = depth_eV / HARTREE, width_A / BOHR
strength, pwidth = projector_eV / HARTREE, projector_width_A / BOHR
repulsion, rwidth = repulsion_eV / HARTREE, repulsion_width_A / BOHR
cubic = cubic_eVA2 / HARTREE / BOHR**2
ion_height, iwidth = ion_eV / HARTREE, ion_width_A / BOHR
orbital_widths = orbital_widths_A / BOHR
step = step_A / BOHR
occupation, n_occ = 2.0, 2

# Reference plane waves and a grid fine enough for the cubic density term
M, N = 20, 128
index = np.arange(-M, M + 1)
G = 2 * np.pi * index / L
k = np.pi / (2 * L)
q = k + G
x = np.arange(N) * L / N
dx = L / N
waves = np.exp(1j * np.outer(x, q)) / np.sqrt(L)
waves_dag = waves.conj().T
kinetic = np.diag(q**2 / 2)
dG = G[:, None] - G[None, :]
G_fft = 2 * np.pi * np.fft.fftfreq(N, d=1.0 / N) / L
w_fft = repulsion * rwidth * np.sqrt(2 * np.pi) * np.exp(-(rwidth * G_fft)**2 / 2)
images = np.arange(-3, 4) * L

form = []
for a in range(2):
    local = (-depth[a] * width[a] * np.sqrt(2 * np.pi) / L
             * np.exp(-(width[a] * dG)**2 / 2))
    b = np.sqrt(2 * np.sqrt(np.pi) * pwidth / L) * np.exp(-(pwidth * q)**2 / 2)
    form.append(local + strength[a] * np.outer(b, b))


def ion_matrix(a, R):
    return form[a] * np.exp(-1j * dG * R[a])


def ion_energy(R):
    d = R[0] - R[1] + images
    return ion_height * np.sum(np.exp(-d**2 / (2 * iwidth**2)))


def ion_force(a, R):
    d = R[0] - R[1] + images
    f0 = ion_height * np.sum(d / iwidth**2 * np.exp(-d**2 / (2 * iwidth**2)))
    return f0 if a == 0 else -f0


def density(psi):
    return occupation * np.sum(np.abs(waves @ psi)**2, axis=1)


def repulsion_potential(n):
    return np.fft.ifft(w_fft * np.fft.fft(n)).real


def energy(psi, R):
    one_body = kinetic + ion_matrix(0, R) + ion_matrix(1, R)
    n = density(psi)
    e = occupation * np.sum(psi.conj() * (one_body @ psi)).real
    e += 0.5 * dx * np.sum(n * repulsion_potential(n))
    e -= cubic / 3 * dx * np.sum(n**3)
    return e + ion_energy(R)


def solve(basis, R, start=None):
    """Self-consistent solution in the span of the basis columns."""
    one_body = kinetic + ion_matrix(0, R) + ion_matrix(1, R)
    overlap = basis.conj().T @ basis
    n = np.full(N, occupation * n_occ / L) if start is None else start.copy()
    for _ in range(1500):
        v = repulsion_potential(n) - cubic * n**2
        H = one_body + dx * (waves_dag @ (v[:, None] * waves))
        eps, c = eigh(basis.conj().T @ H @ basis, overlap)
        psi = basis @ c[:, :n_occ]
        n_new = density(psi)
        change = np.max(np.abs(n_new - n))
        if change < 1e-11:
            break
        n = n + 0.3 * (n_new - n)
    assert change < 1e-11, "self-consistency not reached"
    return dict(psi=psi, c=c, eps=eps, H=H, n=n_new, E=energy(psi, R),
                gap=eps[n_occ] - eps[n_occ - 1])


def hf_electronic(a, psi, R):
    gradient = -1j * dG * ion_matrix(a, R)
    return -occupation * np.sum(psi.conj() * (gradient @ psi)).real


def hf_force(a, psi, R):
    return hf_electronic(a, psi, R) + ion_force(a, R)


def moved(a, distance):
    R = R0.copy()
    R[a] += distance
    return R


def central_force(e_of_shift):
    """Minus the fourth-order central derivative."""
    e = [e_of_shift(s * step) for s in (-2, -1, 1, 2)]
    return -(e[0] - 8 * e[1] + 8 * e[2] - e[3]) / (12 * step)


def total_force(a, basis_at, start):
    """Force from energies reconverged at every displaced geometry."""
    return central_force(
        lambda s: solve(basis_at(moved(a, s)), moved(a, s), start)["E"])


def residual(sol):
    r = sol["H"] @ sol["psi"] - sol["psi"] * sol["eps"][:n_occ]
    return np.max(np.linalg.norm(r, axis=0))


def plane_basis(members):
    return np.eye(2 * M + 1, dtype=complex)[:, np.array(members) + M]


def gaussian_basis(R):
    columns = []
    for a in range(2):
        for s in orbital_widths:
            norm = np.sqrt(2 * np.sqrt(np.pi) * s / L)
            columns.append(norm * np.exp(-(s * q)**2 / 2 - 1j * q * R[a]))
    return np.array(columns).T


# Ionic matrix elements against real-space lattice sums and quadrature
matrix_error = 0.0
for a in range(2):
    d = x[:, None] - R0[a] - images[None, :]
    well = -depth[a] * np.sum(np.exp(-d**2 / (2 * width[a]**2)), axis=1)
    proj = np.sum(np.exp(1j * k * images) * np.exp(-d**2 / (2 * pwidth**2)),
                  axis=1) / (np.pi * pwidth**2)**0.25
    coeff = dx * (waves_dag @ proj)
    direct = dx * (waves_dag @ (well[:, None] * waves))
    direct = direct + strength[a] * np.outer(coeff, coeff.conj())
    matrix_error = max(matrix_error, np.max(np.abs(direct - ion_matrix(a, R0))))
assert matrix_error < 1e-9

# Plane-wave sets: compare formula with reconverged total energies
sets = {"|m|<=2": range(-2, 3), "|m|<=3": range(-3, 4),
        "|m|<=4": range(-4, 5), "|m|<=6": range(-6, 7),
        "|m|<=20": range(-20, 21), "gappy": [-4, -1, 0, 1, 3]}
results = {}
worst_force, worst_sum, smallest_gap = 0.0, 0.0, np.inf
for name, members in sets.items():
    B = plane_basis(list(members))
    sol = solve(B, R0)
    hf = np.array([hf_force(a, sol["psi"], R0) for a in range(2)])
    fd = np.array([total_force(a, lambda R: B, sol["n"]) for a in range(2)])
    worst_force = max(worst_force, np.max(np.abs(hf - fd)) * FORCE)
    worst_sum = max(worst_sum, abs(hf.sum()) * FORCE)
    smallest_gap = min(smallest_gap, sol["gap"] * HARTREE)
    results[name] = dict(sol=sol, hf=hf, fd=fd, size=B.shape[1],
                         res=residual(sol) * HARTREE)
assert smallest_gap > 0.5
assert worst_force < 1e-6
assert worst_sum < 1e-6
small, full = results["|m|<=2"], results["|m|<=20"]
energy_gap_to_full = (small["sol"]["E"] - full["sol"]["E"]) * HARTREE
force_gap_to_full = (small["hf"][0] - full["hf"][0]) * FORCE
assert energy_gap_to_full > 1.0
assert abs(force_gap_to_full) > 0.05
assert small["res"] > 0.1

# Separate explicit and coefficient-driven energy changes (7 plane waves)
seven = results["|m|<=3"]
ref = seven["sol"]
B7 = plane_basis(list(sets["|m|<=3"]))
explicit = central_force(lambda s: energy(ref["psi"], moved(0, s)))
assert abs(explicit - seven["hf"][0]) * FORCE < 1e-6
rises = []
for shift_A in (0.02, 0.01):
    changes = []
    for sign in (-1, 1):
        other = solve(B7, moved(0, sign * shift_A / BOHR), ref["n"])
        changes.append(energy(other["psi"], R0) - ref["E"])
    rises.append(np.mean(changes) * HARTREE)
assert rises[1] > 0
assert abs(rises[0] / rises[1] - 4) < 0.1

# Rotate the upper occupied orbital towards the lowest empty one
empty = B7 @ ref["c"][:, n_occ]
upper = ref["psi"][:, n_occ - 1]
coupling = empty.conj() @ ((-1j * dG * ion_matrix(0, R0)) @ upper)
empty = empty * coupling / abs(coupling)
angles = (0.01, 0.005)
energy_errors, force_errors = [], []
for angle in angles:
    psi = ref["psi"].copy()
    psi[:, n_occ - 1] = np.cos(angle) * upper + np.sin(angle) * empty
    energy_errors.append((energy(psi, R0) - ref["E"]) * HARTREE)
    force_errors.append((hf_force(0, psi, R0) - seven["hf"][0]) * FORCE)
energy_ratio = energy_errors[0] / energy_errors[1]
force_ratio = force_errors[0] / force_errors[1]
assert abs(energy_ratio - 4) < 0.2
assert abs(force_ratio - 2) < 0.2

# The same four Gaussians, first following the atoms, then fixed in space
B_gauss = gaussian_basis(R0)
gauss = solve(B_gauss, R0)
assert gauss["gap"] * HARTREE > 0.5
gauss_hf = np.array([hf_force(a, gauss["psi"], R0) for a in range(2)])
follow, fixed, pulay = np.zeros(2), np.zeros(2), np.zeros(2)
for a in range(2):
    follow[a] = total_force(a, gaussian_basis, gauss["n"])
    fixed[a] = total_force(a, lambda R: B_gauss, gauss["n"])
    derivative = np.zeros_like(B_gauss)
    own = slice(2 * a, 2 * a + 2)
    derivative[:, own] = -1j * q[:, None] * B_gauss[:, own]
    carried = derivative @ gauss["c"][:, :n_occ]
    miss = gauss["H"] @ gauss["psi"] - gauss["psi"] * gauss["eps"][:n_occ]
    pulay[a] = -2 * occupation * np.sum(carried.conj() * miss).real
assert np.max(np.abs(follow - gauss_hf - pulay)) * FORCE < 1e-6
assert np.max(np.abs(fixed - gauss_hf)) * FORCE < 1e-6
assert np.max(np.abs(pulay)) * FORCE > 0.05
assert abs(gauss_hf.sum()) * FORCE > 1e-3

print(f"Cell length {cell_A:.1f} A; atoms at {positions_A[0]:.1f}, {positions_A[1]:.1f} A")
print(f"Well depths {depth_eV[0]:.0f}, {depth_eV[1]:.0f} eV; widths {width_A[0]:.1f}, {width_A[1]:.1f} A")
print(f"Projector strengths {projector_eV[0]:.0f}, {projector_eV[1]:.0f} eV; width {projector_width_A:.1f} A")
print(f"Electron repulsion {repulsion_eV:.0f} eV; width {repulsion_width_A:.1f} A")
print(f"Cubic density coefficient {cubic_eVA2:.1f} eV A^2")
print(f"Ion repulsion {ion_eV:.0f} eV; width {ion_width_A:.1f} A")
print(f"k-point {k / BOHR:.6f} 1/A; electrons {occupation * n_occ:.0f}")
print(f"Finite-difference step {step_A:.3f} A")
print(f"Largest ionic matrix-element error {matrix_error * HARTREE:.1e} eV")
print("Plane-wave sets; forces are on atom 1; m numbers G = 2 pi m/L")
for name, r in results.items():
    cutoff = np.max(q[np.array(list(sets[name])) + M]**2 / 2) * HARTREE
    print(f"{name}: {r['size']} waves, largest kinetic energy {cutoff:.2f} eV")
    print(f"  energy {r['sol']['E'] * HARTREE:.6f} eV, gap {r['sol']['gap'] * HARTREE:.3f} eV")
    print(f"  formula {r['hf'][0] * FORCE:.7f}, differences {r['fd'][0] * FORCE:.7f} eV/A")
    print(f"  largest orbital residual in 41-wave space {r['res']:.3e} eV")
print(f"Largest formula-difference mismatch {worst_force:.1e} eV/A")
print(f"Largest sum of the two plane-wave forces {worst_sum:.1e} eV/A")
print(f"5 waves minus 41 waves: energy {energy_gap_to_full:.4f} eV, force {force_gap_to_full:.4f} eV/A")
print(f"7 waves, electronic force on atom 1: {hf_electronic(0, ref['psi'], R0) * FORCE:.6f} eV/A")
print(f"7 waves, ion-ion force on atom 1: {ion_force(0, R0) * FORCE:.6f} eV/A")
print(f"7 waves, total force on atom 1: {seven['hf'][0]:.8f} hartree/bohr")
print(f"7 waves, frozen-coefficient difference force: {explicit * FORCE:.7f} eV/A")
print(f"Energy rise from coefficients of atom 1 moved 0.02 A: {rises[0]:.6e} eV")
print(f"Same for 0.01 A: {rises[1]:.6e} eV; ratio {rises[0] / rises[1]:.4f}")
for angle, de, df in zip(angles, energy_errors, force_errors):
    print(f"Rotation {angle:.3f} rad: energy error {de:.4e} eV, force error {df:.4e} eV/A")
print(f"Error ratios on halving: energy {energy_ratio:.4f}, force {force_ratio:.4f}")
print(f"Gaussian orbital widths {orbital_widths_A[0]:.2f}, {orbital_widths_A[1]:.2f} A; energy {gauss['E'] * HARTREE:.6f} eV")
print(f"Gaussians, largest orbital residual {residual(gauss) * HARTREE:.3f} eV")
print(f"Gaussians, Hellmann-Feynman force on atom 1: {gauss_hf[0] * FORCE:.6f} eV/A")
print(f"Gaussians, Pulay formula on atom 1: {pulay[0] * FORCE:.6f} eV/A")
print(f"Following Gaussians, difference force: {follow[0] * FORCE:.6f} eV/A")
print(f"Fixed Gaussians, difference force: {fixed[0] * FORCE:.6f} eV/A")
print(f"Fixed Gaussians, sum of forces on both atoms: {gauss_hf.sum() * FORCE:.6f} eV/A")
print("finished without a failed check")
```

Printed output:

```
Cell length 6.0 A; atoms at 2.0, 3.3 A
Well depths 60, 40 eV; widths 0.4, 0.5 A
Projector strengths 5, 3 eV; width 0.4 A
Electron repulsion 6 eV; width 0.6 A
Cubic density coefficient 1.0 eV A^2
Ion repulsion 30 eV; width 0.6 A
k-point 0.261799 1/A; electrons 4
Finite-difference step 0.002 A
Largest ionic matrix-element error 4.6e-14 eV
Plane-wave sets; forces are on atom 1; m numbers G = 2 pi m/L
|m|<=2: 5 waves, largest kinetic energy 21.15 eV
  energy -89.965042 eV, gap 14.197 eV
  formula 8.3272762, differences 8.3272762 eV/A
  largest orbital residual in 41-wave space 1.069e+01 eV
|m|<=3: 7 waves, largest kinetic energy 44.13 eV
  energy -95.787417 eV, gap 14.219 eV
  formula 16.7658434, differences 16.7658434 eV/A
  largest orbital residual in 41-wave space 9.755e+00 eV
|m|<=4: 9 waves, largest kinetic energy 75.47 eV
  energy -97.375138 eV, gap 13.985 eV
  formula 15.0553840, differences 15.0553840 eV/A
  largest orbital residual in 41-wave space 7.586e+00 eV
|m|<=6: 13 waves, largest kinetic energy 163.21 eV
  energy -98.699064 eV, gap 14.160 eV
  formula 12.8457133, differences 12.8457133 eV/A
  largest orbital residual in 41-wave space 3.095e+00 eV
|m|<=20: 41 waves, largest kinetic energy 1713.29 eV
  energy -98.847986 eV, gap 14.165 eV
  formula 12.9883003, differences 12.9883003 eV/A
  largest orbital residual in 41-wave space 6.027e-13 eV
gappy: 5 waves, largest kinetic energy 58.75 eV
  energy -69.228423 eV, gap 8.944 eV
  formula -8.7997176, differences -8.7997176 eV/A
  largest orbital residual in 41-wave space 1.392e+01 eV
Largest formula-difference mismatch 2.3e-09 eV/A
Largest sum of the two plane-wave forces 2.7e-11 eV/A
5 waves minus 41 waves: energy 8.8829 eV, force -4.6610 eV/A
7 waves, electronic force on atom 1: 27.126242 eV/A
7 waves, ion-ion force on atom 1: -10.360398 eV/A
7 waves, total force on atom 1: 0.32604374 hartree/bohr
7 waves, frozen-coefficient difference force: 16.7658434 eV/A
Energy rise from coefficients of atom 1 moved 0.02 A: 3.968671e-02 eV
Same for 0.01 A: 9.924698e-03 eV; ratio 3.9988
Rotation 0.010 rad: energy error 3.0156e-03 eV, force error -1.5541e-01 eV/A
Rotation 0.005 rad: energy error 7.5377e-04 eV, force error -7.7528e-02 eV/A
Error ratios on halving: energy 4.0007, force 2.0045
Gaussian orbital widths 0.35, 0.70 A; energy -97.912624 eV
Gaussians, largest orbital residual 3.189 eV
Gaussians, Hellmann-Feynman force on atom 1: 4.198989 eV/A
Gaussians, Pulay formula on atom 1: 5.162320 eV/A
Following Gaussians, difference force: 9.361309 eV/A
Fixed Gaussians, difference force: 4.198989 eV/A
Fixed Gaussians, sum of forces on both atoms: -0.625113 eV/A
finished without a failed check
```
